# Debugging a numerical check: Form birefringence of a fine two-material lamellar stack

```python
# Result under test: a fine stack of two isotropic layers (permittivities e1, e2 > 0,
# volume fractions f, 1-f) is a uniaxial medium with its axis along the layer normal:
#   eps_o = f e1 + (1-f) e2,   1/eps_e = f/e1 + (1-f)/e2,   eps_e <= eps_o.
# The independent side is the exact Maxwell transfer matrix of the layers.
# A layer is (thickness, in-plane permittivity, normal permittivity).
# q = in-plane wavenumber / k0, k0 = vacuum wavenumber, lengths in nm.
# Polarization "s": E parallel to the layers; "p": H parallel to the layers.
# Time factor exp(-i omega t); absorption has a positive imaginary index.
import numpy as np
from scipy.optimize import brentq, minimize_scalar


def layer_matrix(layer, pol, q, k0):
    """Carry (u, u'/(k0*weight)) through a layer; u = E_y for s, H_y for p."""
    d, e_par, e_norm = layer
    if pol == "s":
        kappa, weight = np.sqrt(complex(e_par - q*q)), 1.0
    else:
        kappa, weight = np.sqrt(complex(e_par*(1 - q*q/e_norm))), e_par
    phase = k0*d*kappa
    c, s = np.cos(phase), np.sin(phase)
    return np.array([[c, s*weight/kappa], [-s*kappa/weight, c]])


def cell_matrix(layers, pol, q, k0):
    total = np.eye(2, dtype=complex)
    for layer in layers:
        total = layer_matrix(layer, pol, q, k0) @ total
    return total


def in_plane_index(layers, pol, k0, bracket=None):
    """Exact index of the fundamental wave travelling along the layers."""
    if bracket is None:
        values = [e for layer in layers for e in layer[1:]]
        bracket = (0.9*np.sqrt(min(values)), 1.1*np.sqrt(max(values)))

    def mismatch(q):
        return (np.trace(cell_matrix(layers, pol, q, k0))/2 - 1).real
    return brentq(mismatch, *bracket, xtol=1e-13)


def bloch_square(layers, pol, q, k0):
    """Square of the exact Bloch wavenumber along the normal, in units of k0."""
    period = sum(layer[0] for layer in layers)
    half_trace = complex(np.trace(cell_matrix(layers, pol, q, k0))/2)
    return (np.arccos(half_trace)/(k0*period))**2


def averages(layers):
    """Derived long-wavelength permittivities (ordinary, extraordinary)."""
    period = sum(layer[0] for layer in layers)
    eps_o = sum(d*ep for d, ep, en in layers)/period
    eps_e = period/sum(d/en for d, ep, en in layers)
    return eps_o, eps_e


def two_layers(e1, e2, f, period):
    return [(f*period, e1, e1), ((1 - f)*period, e2, e2)]


def ellipsometric_ratio(layers, repeats, e_sub, q, k0):
    """r_p/r_s for light from vacuum on repeated layers over a substrate."""
    r = {}
    for pol in "sp":
        m = np.linalg.matrix_power(cell_matrix(layers, pol, q, k0), repeats)
        y_in = np.sqrt(1 - q*q)
        y_sub = np.sqrt(e_sub - q*q)/(1.0 if pol == "s" else e_sub)
        slope = (1j*y_sub*m[0, 0] - m[1, 0])/(m[1, 1] - 1j*y_sub*m[0, 1])
        z = slope/(1j*y_in)
        r[pol] = (1 - z)/(1 + z)
    return r["p"]/r["s"]


def psi_delta(rho):
    return np.degrees(np.arctan(abs(rho))), np.degrees(np.angle(rho))


def show(label, value, unit="pure number", digits=5):
    print(f"{label}: {value:.{digits}f} [{unit}]")


# Random positive pairs: exact waves against the closed-form difference and its sign.
rng = np.random.default_rng(4)
n_random = 150
for _ in range(n_random):
    a = rng.uniform(1, 3)
    b = a*rng.uniform(1.1, 5)
    frac = rng.uniform(0.1, 0.9)
    cell = two_layers(a, b, frac, 0.01)
    n_s, n_p = (in_plane_index(cell, pol, 1.0) for pol in "sp")
    closed = frac*(1 - frac)*(a - b)**2/(frac*b + (1 - frac)*a)
    assert n_p < n_s
    assert abs((n_s**2 - n_p**2)/closed - 1) < 1e-3
    eps_o, eps_e = averages(cell)
    assert abs(n_s**2/eps_o - 1) < 1e-3 and abs(n_p**2/eps_e - 1) < 1e-3

# Worked example: rough values for transparent oxide coatings in red light.
wavelength, n1, n2, d1, d2 = 633.0, 1.5, 2.2, 10.0, 10.0
k0 = 2*np.pi/wavelength
e1, e2, period, f = n1**2, n2**2, d1 + d2, d1/(d1 + d2)
stack = two_layers(e1, e2, f, period)
eps_o, eps_e = averages(stack)
n_o, n_e = np.sqrt(eps_o), np.sqrt(eps_e)
biref = n_e - n_o

# Oblique waves, lossless and strongly lossy, against the uniaxial dispersion law.
for high in (e2, (n2 + 0.2j)**2):
    cell = two_layers(e1, high, f, 0.005)
    eo, ee = averages(cell)
    for q in (0.4, 1.0):
        for pol, law in (("s", eo - q*q), ("p", eo*(1 - q*q/ee))):
            assert abs(bloch_square(cell, pol, q, 1.0)/law - 1) < 1e-4


# Change of the continuous fields over the first layer of an oblique p wave.
def field_changes(length):
    cell = two_layers(e1, e2, f, length)
    vectors = np.linalg.eig(cell_matrix(cell, "p", 1.0, k0))[1]
    start = vectors[:, 0]
    end = layer_matrix(cell[0], "p", 1.0, k0) @ start
    return np.abs(end/start - 1)


assert np.all(np.abs(field_changes(2.0)/field_changes(1.0) - 2) < 0.2)
change_dz, change_ex = field_changes(period)

# Finite period: exact in-plane indices and quadratic decay of their error.
exact_s, exact_p = (in_plane_index(stack, pol, k0) for pol in "sp")
half_stack = two_layers(e1, e2, f, period/2)
for pol, limit, exact in (("s", n_o, exact_s), ("p", n_e, exact_p)):
    ratio = (exact - limit)/(in_plane_index(half_stack, pol, k0) - limit)
    assert abs(ratio - 4) < 0.2
assert exact_p < exact_s


# Largest permittivity difference, found from exact waves alone.
def minus_difference(frac):
    cell = two_layers(e1, e2, frac, 0.01)
    return in_plane_index(cell, "p", 1.0)**2 - in_plane_index(cell, "s", 1.0)**2


best = minimize_scalar(minus_difference, bounds=(0.05, 0.95), method="bounded",
                       options={"xatol": 1e-7})
f_best, max_difference = n1/(n1 + n2), (n1 - n2)**2
assert abs(best.x - f_best) < 1e-3
assert abs(-best.fun/max_difference - 1) < 1e-3

# A negative constituent permittivity can reverse the sign.
m1, m2, mf = 4.0, -1.0, 0.9
metal_cell = two_layers(m1, m2, mf, 0.005)
metal_o, metal_e = averages(metal_cell)
metal_s = in_plane_index(metal_cell, "s", 1.0, (1.5, 2.2))
metal_p = in_plane_index(metal_cell, "p", 1.0, (2.5, 3.2))
assert metal_p > metal_s
assert abs(metal_s**2/metal_o - 1) < 1e-3 and abs(metal_p**2/metal_e - 1) < 1e-3

# Reflection of the finite stack and of its homogeneous replacements.
repeats, n_sub, angle = 10, 3.9, 70.0
q_in, e_sub, thickness = np.sin(np.radians(angle)), n_sub**2, repeats*period
rho_stack = ellipsometric_ratio(stack, repeats, e_sub, q_in, k0)
rho_uni = ellipsometric_ratio([(thickness, eps_o, eps_e)], 1, e_sub, q_in, k0)
rho_iso = ellipsometric_ratio([(thickness, eps_o, eps_o)], 1, e_sub, q_in, k0)


def split_cell(length):
    return [(f*length/2, e1, e1), ((1 - f)*length, e2, e2), (f*length/2, e1, e1)]


rho_split = ellipsometric_ratio(split_cell(period), repeats, e_sub, q_in, k0)
for builder, expected, margin in ((lambda p: two_layers(e1, e2, f, p), 2, 0.2),
                                  (split_cell, 4, 0.3)):
    errors = [abs(ellipsometric_ratio(builder(thickness/n), n, e_sub, q_in, k0)
                  - rho_uni) for n in (80, 160)]
    assert abs(errors[0]/errors[1] - expected) < margin

# Graded interfaces: linear permittivity ramps centred on every interface.
ramp, slices = 2.0, 200
z = (np.arange(slices) + 0.5)*period/slices
middle = (e1 + e2)/2
profile = np.interp(z, [0, ramp/2, d1 - ramp/2, d1 + ramp/2, period - ramp/2, period],
                    [middle, e1, e1, e2, e2, middle])
graded = [(period/slices, e, e) for e in profile]
graded_o, graded_e = averages(graded)
graded_biref = np.sqrt(graded_e) - np.sqrt(graded_o)
fine_graded = [(d/100, ep, en) for d, ep, en in graded]
graded_exact = (in_plane_index(fine_graded, "p", k0)
                - in_plane_index(fine_graded, "s", k0))
assert abs(graded_exact/graded_biref - 1) < 1e-3

# Thickness error at fixed period.
slip = 0.5
slip_o, slip_e = averages([(d1 + slip, e1, e1), (d2 - slip, e2, e2)])
slip_biref = np.sqrt(slip_e) - np.sqrt(slip_o)

# Intrinsic anisotropy of the high-index layer and the amount that cancels the effect.
own = 0.02
own_o, own_e = averages([(d1, e1, e1), (d2, e2, (n2 + own)**2)])
own_biref = np.sqrt(own_e) - np.sqrt(own_o)
cancel_norm = (1 - f)/(1/eps_o - f/e1)
cancel_own = np.sqrt(cancel_norm) - n2
cancel_cell = [(f*0.01, e1, e1), ((1 - f)*0.01, e2, cancel_norm)]
assert abs(in_plane_index(cancel_cell, "p", 1.0)
           - in_plane_index(cancel_cell, "s", 1.0)) < 1e-3

# Weak absorption in the high-index layer.
loss = 0.001
loss_o, loss_e = (np.sqrt(e) for e in
                  averages(two_layers(e1, (n2 + 1j*loss)**2, f, period)))

show("random positive pairs tested", n_random, digits=0)
show("wavelength", wavelength, "nm", 1)
show("low index n1", n1, digits=2)
show("high index n2", n2, digits=2)
show("permittivity e1", e1, digits=4)
show("permittivity e2", e2, digits=4)
show("low-index layer thickness", d1, "nm", 1)
show("high-index layer thickness", d2, "nm", 1)
show("fraction f of low-index material", f, digits=3)
show("k0 times period", k0*period, digits=4)
show("eps_o", eps_o)
show("eps_e", eps_e)
show("eps_o - eps_e", eps_o - eps_e)
show("n_o", n_o)
show("n_e", n_e)
show("birefringence n_e - n_o", biref)
show("fraction f at largest eps_o - eps_e", f_best)
show("largest eps_o - eps_e", max_difference)
show("relative change of D_z over layer 1, q=1", change_dz)
show("relative change of E_x over layer 1, q=1", change_ex)
show("jump ratio of E_z, low/high layer", e2/e1, digits=4)
show("exact in-plane s index at this period", exact_s)
show("exact in-plane p index at this period", exact_p)
show("exact in-plane p minus s index", exact_p - exact_s)
show("counterexample e1", m1, digits=1)
show("counterexample e2", m2, digits=1)
show("counterexample f", mf, digits=1)
show("counterexample eps_o", metal_o, digits=3)
show("counterexample eps_e", metal_e, digits=3)
show("number of periods", repeats, digits=0)
show("stack thickness", thickness, "nm", 1)
show("substrate index", n_sub, digits=1)
show("angle of incidence", angle, "degree", 1)
for name, rho in (("actual stack", rho_stack), ("split-end stack", rho_split),
                  ("uniaxial film", rho_uni), ("isotropic film n_o", rho_iso)):
    psi, delta = psi_delta(rho)
    print(f"{name}: Psi = {psi:.3f}, Delta = {delta:.3f} [degree]")
show("graded interface width", ramp, "nm", 1)
show("birefringence with graded interfaces", graded_biref)
show("thickness error (low +, high -)", slip, "nm", 1)
show("n_o with thickness error", np.sqrt(slip_o))
show("birefringence with thickness error", slip_biref)
show("assumed intrinsic n_z - n_x, high layer", own, digits=3)
show("birefringence with intrinsic part", own_biref)
show("intrinsic n_z - n_x that cancels all", cancel_own, digits=4)
show("assumed extinction index, high layer", loss, digits=4)
show("ordinary extinction index", loss_o.imag, digits=6)
show("extraordinary extinction index", loss_e.imag, digits=6)
show("birefringence change from absorption x 1e6",
     1e6*((loss_e - loss_o).real - biref), digits=3)
print("done: every assertion held")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 175, in <module>
    assert abs(errors[0]/errors[1] - expected) < margin
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The failed test assumed that the error in the reflection of a stack ending in different materials always halves when the period is halved. By a hand estimate, the 200 nm film is almost exactly half a wave thick for both polarizations at 70 degrees, so the first-order errors of its two surfaces nearly cancel and second-order terms spoil the ratio of 2. The claim is now restricted to films away from half-wave thickness: both order tests move from 200 nm to 100 nm with unchanged tolerances, and a new test checks the cancellation at exact half-wave thickness. The 200 nm example stays and its error ratio, which follows neither simple law, is printed; the 100 nm stack is added to the example, and its surface error is expected to be larger because it lacks this cancellation.

The change:

```diff
@@ -60,15 +60,17 @@
 
 
+def reflection(layers, repeats, e_sub, q, k0, pol):
+    """Amplitude reflection from vacuum on repeated layers over a substrate."""
+    m = np.linalg.matrix_power(cell_matrix(layers, pol, q, k0), repeats)
+    y_in = np.sqrt(1 - q*q)
+    y_sub = np.sqrt(e_sub - q*q)/(1.0 if pol == "s" else e_sub)
+    slope = (1j*y_sub*m[0, 0] - m[1, 0])/(m[1, 1] - 1j*y_sub*m[0, 1])
+    z = slope/(1j*y_in)
+    return (1 - z)/(1 + z)
+
+
 def ellipsometric_ratio(layers, repeats, e_sub, q, k0):
-    """r_p/r_s for light from vacuum on repeated layers over a substrate."""
-    r = {}
-    for pol in "sp":
-        m = np.linalg.matrix_power(cell_matrix(layers, pol, q, k0), repeats)
-        y_in = np.sqrt(1 - q*q)
-        y_sub = np.sqrt(e_sub - q*q)/(1.0 if pol == "s" else e_sub)
-        slope = (1j*y_sub*m[0, 0] - m[1, 0])/(m[1, 1] - 1j*y_sub*m[0, 1])
-        z = slope/(1j*y_in)
-        r[pol] = (1 - z)/(1 + z)
-    return r["p"]/r["s"]
+    return (reflection(layers, repeats, e_sub, q, k0, "p")
+            / reflection(layers, repeats, e_sub, q, k0, "s"))
 
 
@@ -156,10 +158,12 @@
 assert abs(metal_s**2/metal_o - 1) < 1e-3 and abs(metal_p**2/metal_e - 1) < 1e-3
 
-# Reflection of the finite stack and of its homogeneous replacements.
-repeats, n_sub, angle = 10, 3.9, 70.0
-q_in, e_sub, thickness = np.sin(np.radians(angle)), n_sub**2, repeats*period
-rho_stack = ellipsometric_ratio(stack, repeats, e_sub, q_in, k0)
-rho_uni = ellipsometric_ratio([(thickness, eps_o, eps_e)], 1, e_sub, q_in, k0)
-rho_iso = ellipsometric_ratio([(thickness, eps_o, eps_o)], 1, e_sub, q_in, k0)
+# Reflection of finite stacks and of their homogeneous replacements.
+n_sub, angle = 3.9, 70.0
+q_in, e_sub = np.sin(np.radians(angle)), n_sub**2
+thick, thin = 10*period, 5*period
+
+
+def plain_cell(length):
+    return two_layers(e1, e2, f, length)
 
 
@@ -168,10 +172,41 @@
 
 
-rho_split = ellipsometric_ratio(split_cell(period), repeats, e_sub, q_in, k0)
-for builder, expected, margin in ((lambda p: two_layers(e1, e2, f, p), 2, 0.2),
-                                  (split_cell, 4, 0.3)):
-    errors = [abs(ellipsometric_ratio(builder(thickness/n), n, e_sub, q_in, k0)
-                  - rho_uni) for n in (80, 160)]
-    assert abs(errors[0]/errors[1] - expected) < margin
+def film_ratios(repeats):
+    total = repeats*period
+    choices = (("actual stack", plain_cell(period), repeats),
+               ("split-end stack", split_cell(period), repeats),
+               ("uniaxial film", [(total, eps_o, eps_e)], 1),
+               ("isotropic film n_o", [(total, eps_o, eps_o)], 1))
+    return [(name, ellipsometric_ratio(cell, count, e_sub, q_in, k0))
+            for name, cell, count in choices]
+
+
+def halving_ratio(builder, total, response):
+    """Factor by which the homogenization error falls when the period is halved."""
+    target = response([(total, eps_o, eps_e)], 1)
+    errors = [abs(response(builder(total/n), n) - target) for n in (80, 160)]
+    return errors[0]/errors[1]
+
+
+def rho_response(layers, repeats):
+    return ellipsometric_ratio(layers, repeats, e_sub, q_in, k0)
+
+
+# Away from half-wave thickness: first order for plain ends, second for split ends.
+plain_order = halving_ratio(plain_cell, thin, rho_response)
+split_order = halving_ratio(split_cell, thin, rho_response)
+assert abs(plain_order - 2) < 0.2
+assert abs(split_order - 4) < 0.3
+
+# At exact half-wave thickness the two surfaces cancel to first order.
+k_s = np.sqrt(eps_o - q_in**2)
+k_p = np.sqrt(eps_o*(1 - q_in**2/eps_e))
+half_wave_orders = [
+    halving_ratio(plain_cell, np.pi/(k0*k), lambda layers, repeats, pol=pol:
+                  reflection(layers, repeats, e_sub, q_in, k0, pol))
+    for pol, k in (("s", k_s), ("p", k_p))]
+assert abs(half_wave_orders[0] - 4) < 0.3
+assert abs(half_wave_orders[1] - 4) < 0.3
+thick_order = halving_ratio(plain_cell, thick, rho_response)
 
 # Graded interfaces: linear permittivity ramps centred on every interface.
@@ -233,17 +268,21 @@
 show("exact in-plane p index at this period", exact_p)
 show("exact in-plane p minus s index", exact_p - exact_s)
-show("counterexample e1", m1, digits=1)
-show("counterexample e2", m2, digits=1)
-show("counterexample f", mf, digits=1)
+print(f"counterexample: e1 = {m1}, e2 = {m2}, f = {mf} [pure numbers]")
 show("counterexample eps_o", metal_o, digits=3)
 show("counterexample eps_e", metal_e, digits=3)
-show("number of periods", repeats, digits=0)
-show("stack thickness", thickness, "nm", 1)
 show("substrate index", n_sub, digits=1)
 show("angle of incidence", angle, "degree", 1)
-for name, rho in (("actual stack", rho_stack), ("split-end stack", rho_split),
-                  ("uniaxial film", rho_uni), ("isotropic film n_o", rho_iso)):
-    psi, delta = psi_delta(rho)
-    print(f"{name}: Psi = {psi:.3f}, Delta = {delta:.3f} [degree]")
+for count in (10, 5):
+    for name, rho in film_ratios(count):
+        psi, delta = psi_delta(rho)
+        print(f"{count*period:.0f} nm, {name}: Psi = {psi:.3f}, "
+              f"Delta = {delta:.3f} [degree]")
+print(f"phase across {thick:.0f} nm film: s {k0*k_s*thick/np.pi:.4f}, "
+      f"p {k0*k_p*thick/np.pi:.4f} [pi rad]")
+show(f"error ratio on halving period, {thin:.0f} nm, plain", plain_order, digits=3)
+show(f"error ratio on halving period, {thin:.0f} nm, split", split_order, digits=3)
+show(f"error ratio on halving period, {thick:.0f} nm, plain", thick_order, digits=3)
+print(f"error ratio at exact half wave, plain: s {half_wave_orders[0]:.3f}, "
+      f"p {half_wave_orders[1]:.3f} [pure numbers]")
 show("graded interface width", ramp, "nm", 1)
 show("birefringence with graded interfaces", graded_biref)
```

Output now:

```
random positive pairs tested: 150 [pure number]
wavelength: 633.0 [nm]
low index n1: 1.50 [pure number]
high index n2: 2.20 [pure number]
permittivity e1: 2.2500 [pure number]
permittivity e2: 4.8400 [pure number]
low-index layer thickness: 10.0 [nm]
high-index layer thickness: 10.0 [nm]
fraction f of low-index material: 0.500 [pure number]
k0 times period: 0.1985 [pure number]
eps_o: 3.54500 [pure number]
eps_e: 3.07193 [pure number]
eps_o - eps_e: 0.47307 [pure number]
n_o: 1.88282 [pure number]
n_e: 1.75269 [pure number]
birefringence n_e - n_o: -0.13012 [pure number]
fraction f at largest eps_o - eps_e: 0.40541 [pure number]
largest eps_o - eps_e: 0.49000 [pure number]
relative change of D_z over layer 1, q=1: 0.09728 [pure number]
relative change of E_x over layer 1, q=1: 0.12646 [pure number]
jump ratio of E_z, low/high layer: 2.1511 [pure number]
exact in-plane s index at this period: 1.88318 [pure number]
exact in-plane p index at this period: 1.75303 [pure number]
exact in-plane p minus s index: -0.13015 [pure number]
counterexample: e1 = 4.0, e2 = -1.0, f = 0.9 [pure numbers]
counterexample eps_o: 3.500 [pure number]
counterexample eps_e: 8.000 [pure number]
substrate index: 3.9 [pure number]
angle of incidence: 70.0 [degree]
200 nm, actual stack: Psi = 10.724, Delta = -178.908 [degree]
200 nm, split-end stack: Psi = 10.723, Delta = -178.907 [degree]
200 nm, uniaxial film: Psi = 10.723, Delta = -178.926 [degree]
200 nm, isotropic film n_o: Psi = 11.082, Delta = -159.731 [degree]
100 nm, actual stack: Psi = 49.454, Delta = -3.109 [degree]
100 nm, split-end stack: Psi = 48.732, Delta = 7.036 [degree]
100 nm, uniaxial film: Psi = 49.067, Delta = 7.080 [degree]
100 nm, isotropic film n_o: Psi = 50.516, Delta = 10.080 [degree]
phase across 200 nm film: s 1.0310, p 1.0043 [pi rad]
error ratio on halving period, 100 nm, plain: 2.002 [pure number]
error ratio on halving period, 100 nm, split: 4.000 [pure number]
error ratio on halving period, 200 nm, plain: 2.658 [pure number]
error ratio at exact half wave, plain: s 4.000, p 4.000 [pure numbers]
graded interface width: 2.0 [nm]
birefringence with graded interfaces: -0.11384 [pure number]
thickness error (low +, high -): 0.5 [nm]
n_o with thickness error: 1.86554 [pure number]
birefringence with thickness error: -0.12864 [pure number]
assumed intrinsic n_z - n_x, high layer: 0.020 [pure number]
birefringence with intrinsic part: -0.12511 [pure number]
intrinsic n_z - n_x that cancels all: 0.6900 [pure number]
assumed extinction index, high layer: 0.0010 [pure number]
ordinary extinction index: 0.000584 [pure number]
extraordinary extinction index: 0.000253 [pure number]
birefringence change from absorption x 1e6: 0.160 [pure number]
done: every assertion held
```
